\section*{Transient growth per cycle of hemispherical oxide islands at fixed sites, part 2}

An oxide is deposited in cycles on an inert flat substrate and grows only from point sites, $n$ per unit area, all active from the first cycle. How does its growth per cycle compare with that of a flat, closed film, which thickens by $g$ per cycle (the planar value)? Lengths are in nanometres and time is counted in cycles.

Each cycle moves every exposed oxide surface outward along its normal by $g$. After $k$ cycles the oxide is therefore a union of half-balls of radius $r=gk$ around the sites. (Section 2 also considered an equal-volume rule, in which each unit of exposed area takes up the same volume $g$ per cycle. The radius of an isolated island then lags somewhat behind $gk$.)

Let $d$ be the distance from a substrate point to its nearest site, $F(s)$ the fraction of the substrate with $d<s$, and $\Theta=F(r)$ the covered fraction. The mean thickness $V$, bare parts included, and the relative growth rate $S$ are
\begin{equation}
V(r)=\int_0^rF\!\left(\sqrt{r^2-z^2}\right)dz,\qquad
S(r)=\frac{dV}{dr}=\Theta\,\overline{\sec\psi} ,
\label{eq:recap}
\end{equation}
where $\psi$ is the tilt of the surface, $\sec\psi=r/\sqrt{r^2-d^2}$, and the bar averages over the covered area. $S$ is also the exposed oxide area per substrate area, and $S=1$ for a flat closed film. The growth $G_k$ in cycle $k$ is the integral of $S$ from $g(k-1)$ to $gk$.

Separated islands have $S=2\pi nr^2$, which is the upper limit for any arrangement, and
\begin{equation}
S=2\,\Theta .
\label{eq:twice}
\end{equation}
The deficit $r-V$ is positive for $r>0$. With angle brackets for an average over the substrate and $\langle d^2\rangle$ finite, it vanishes at large $r$ as
\begin{equation}
r-V(r)\simeq\frac{\langle d^2\rangle}{2r}\qquad(r\to\infty).
\label{eq:late}
\end{equation}

The example has $g=0.1$ nm per cycle and $n=0.01\ \mathrm{nm^{-2}}$. On a square lattice the sites are then $L=n^{-1/2}=10$ nm apart, and $S$ reaches 1 at $r=1/\sqrt{2\pi n}=3.99$ nm, before the islands touch.

\subsection*{8. Random sites}

Let the sites be placed independently and uniformly, as a Poisson process. The number of sites in a disc of radius $s$ then has the mean $\pi ns^2$, and the disc is empty with probability $e^{-\pi ns^2}$. An empty disc around a substrate point means $d\ge s$, so
\begin{equation}
F(s)=1-e^{-\pi ns^2} .
\label{eq:poisson}
\end{equation}
Insert this into \eqref{eq:recap}:
\begin{align}
V(r)&=\int_0^r\left[1-e^{-\pi n(r^2-z^2)}\right]dz\nonumber\\
&=r-e^{-\pi nr^2}\int_0^re^{\pi nz^2}dz .
\end{align}
With $x=r\sqrt{\pi n}$ and $t=z\sqrt{\pi n}$, the last term contains the Dawson function
\begin{equation}
D(x)=e^{-x^2}\int_0^xe^{t^2}dt ,
\end{equation}
and the thickness becomes
\begin{equation}
V(r)=r-\frac{D(x)}{\sqrt{\pi n}} .
\label{eq:VD}
\end{equation}
The product rule gives $D'=-2xD+1$. Since $dx/dr=\sqrt{\pi n}$, differentiating \eqref{eq:VD} yields
\begin{equation}
S=1-D'(x)=2x\,D(x) .
\label{eq:SD}
\end{equation}
For small $x$, $D\approx x$ and $S\approx2x^2=2\pi nr^2$, the result for separated islands.

\paragraph{Where the growth passes the planar value.}
By \eqref{eq:SD}, $S>1$ means $D'<0$. Differentiating $D'=1-2xD$ once more,
\begin{equation}
D''=-2D-2xD' .
\label{eq:D2}
\end{equation}
Wherever $D'=0$, this gives $D''=-2D<0$, so every stationary point of $D$ at $x>0$ is a maximum. Two maxima would need a minimum between them, so there is at most one. There is one, because $D$ rises from zero and, as shown below, falls to zero at large $x$. Hence $S<1$ before this maximum and $S>1$ at all later $x$. A numerical root search for $2xD=1$ gives $x=0.924$, where the coverage is $1-e^{-x^2}=0.574$. This is more than the one half needed by separated islands. Where neighbours have merged, the outer and steepest parts of the islands are lost, so the mean secant over the covered area falls below 2, here to $1/0.574=1.74$.

\paragraph{The peak.}
Since $S'=-D''$, a stationary point of $S$ has $D''=0$, and \eqref{eq:D2} then gives $D'=-D/x<0$. Differentiating \eqref{eq:D2},
\begin{equation}
D'''=-4D'-2xD'' .
\end{equation}
At the stationary point this is $-4D'$, so $S''=-D'''=4D'<0$. Every stationary point at $x>0$ is a maximum, and again there can be only one. It exists because $S$ rises above 1 and later returns towards 1. Its position follows from equating $D'=1-2xD$ with $-D/x$:
\begin{equation}
1-2xD=-\frac{D}{x}
\;\Rightarrow\; x=(2x^2-1)D
\;\Rightarrow\; S_{\rm peak}=\frac{2x^2}{2x^2-1} .
\label{eq:peak}
\end{equation}
The numerical root is $x=1.502$. Then $2x^2=4.512$, and $S_{\rm peak}=4.512/3.512=1.285$. The density $n$ has dropped out, so the peak is 28 per cent above the planar value for any density of random sites, provided that $S$ varies little within one cycle.

The bare fraction at the peak is $e^{-x^2}=0.105$. The two factors in \eqref{eq:recap} are a coverage of $0.8952$ and a mean secant of $1.4351$, whose product is $1.285$. For random sites, a growth per cycle above the planar value, or even at its maximum, is thus no evidence of a closed film. The coverage at the peak depends on the arrangement: for sites packed densely along parallel lines, as at steps or grain boundaries, the peak nearly coincides with closure.

\paragraph{Late growth.}
Put $t=x-u$ in the Dawson integral. The exponent becomes $(x-u)^2-x^2=-2xu+u^2$, and with $v=2xu$
\begin{equation}
D(x)=\frac1{2x}\int_0^{2x^2}e^{-v+v^2/(4x^2)}\,dv .
\end{equation}
In the range of integration $v^2/(4x^2)\le v/2$, so the integrand stays below $e^{-v/2}$ and large $v$ contributes little. Expanding the second exponential and using $\int_0^\infty v^2e^{-v}dv=2$,
\begin{equation}
D\simeq\frac1{2x}\left(1+\frac{1}{2x^2}\right),\qquad
S\simeq1+\frac1{2x^2}=1+\frac{1}{2\pi nr^2} .
\label{eq:latePoisson}
\end{equation}
The excess decays as the inverse square of the number of cycles. The mean square distance is
\begin{equation}
\langle d^2\rangle=\int_0^\infty P(d^2>u)\,du=\int_0^\infty e^{-\pi nu}du=\frac1{\pi n} ,
\end{equation}
so the excess equals $\langle d^2\rangle/(2r^2)$, as differentiating the late deficit suggests.

\subsection*{9. The square lattice}

Let $a=r/L$ with $L=n^{-1/2}$. It suffices to find the exposed area above one square cell of side $L$ centred on a site, and to divide it by $L^2$. Write $b=L/2$.

\paragraph{Before contact, $a\le\frac12$.}
The whole hemisphere is exposed, and $S=2\pi r^2/L^2=2\pi a^2$.

\paragraph{From contact to closure, $\frac12\le a\le1/\sqrt2$.}
Each of the four cell walls cuts off a cap of height $r-b$. A full cap has the area $2\pi r(r-b)$, and half of it lies above the substrate. The caps do not overlap until the hemisphere reaches the cell corner, at $r=\sqrt2\,b=L/\sqrt2$. Therefore
\begin{align}
S&=\frac{2\pi r^2-4\pi r(r-L/2)}{L^2}
=\frac{2\pi rL-2\pi r^2}{L^2}\nonumber\\
&=2\pi a(1-a) .
\label{eq:middle}
\end{align}

\paragraph{After closure, $a\ge1/\sqrt2$.}
The exposed surface is a patch of the sphere bounded by four arcs. Its area $A$ follows from the Gauss--Bonnet theorem,
\begin{equation}
\frac{A}{r^2}+\oint\kappa\,ds+\sum(\pi-\alpha)=2\pi ,
\label{eq:GB}
\end{equation}
where $\kappa$ is the geodesic curvature of the edge, positive if the edge bends towards the patch, and $\alpha$ is the interior angle at a corner.

The wall $x=b$ (here $x,y,z$ are Cartesian coordinates with the site at the origin) cuts the sphere in a circle of radius $\rho=\sqrt{r^2-b^2}$. Its total curvature is $1/\rho$ and the part normal to the sphere is $1/r$, so the part within the sphere has the magnitude
\begin{equation}
\sqrt{\frac1{\rho^2}-\frac1{r^2}}=\frac{b}{r\rho} .
\end{equation}
The circle bends towards the smaller of the two caps it bounds. The patch lies on the other side, so $\kappa=-b/(r\rho)$. Along the arc $y$ runs from $-b$ to $b$, so the arc subtends the angle $2\varphi$ at the centre of the circle, with $\sin\varphi=b/\rho$. Its length is $2\rho\varphi$. The four arcs together give
\begin{equation}
\oint\kappa\,ds=-4\,\frac{b}{r\rho}\,2\rho\varphi=-\frac{8b\varphi}{r} .
\end{equation}

At the corner $(b,b,h)$, with $h^2=r^2-2b^2$, the unit vectors along the two edges, pointing away from the corner, are $(0,-h,b)/\rho$ and $(-h,0,b)/\rho$. Their length is 1 because $h^2+b^2=\rho^2$. Their scalar product gives $\cos\alpha=b^2/\rho^2$, or $\alpha=\pi/2-\arcsin(b^2/\rho^2)$. Equation \eqref{eq:GB} then yields
\begin{align}
\frac{A}{r^2}&=2\pi+\frac{8b\varphi}{r}-4\pi+4\alpha\nonumber\\
&=\frac{8b}{r}\arcsin\frac b\rho-4\arcsin\frac{b^2}{\rho^2} .
\end{align}
Multiply by $r^2/L^2=a^2$ and use $b/r=1/(2a)$ and $b^2/\rho^2=1/(4a^2-1)$:
\begin{equation}
S=4a\arcsin\frac{1}{\sqrt{4a^2-1}}-4a^2\arcsin\frac{1}{4a^2-1} .
\label{eq:closed}
\end{equation}
At $a=1/\sqrt2$ both arcsines are $\pi/2$, and $S=\pi(\sqrt2-1)=1.301$, in agreement with \eqref{eq:middle}.

\paragraph{The peak and the tail.}
Before contact $S$ rises. Between contact and closure its slope is $2\pi(1-2a)$, which is zero at contact and negative afterwards. After closure every point is covered, and $S$ is the average of $r/\sqrt{r^2-d^2}$, which falls with $r$ at each fixed $d>0$. The peak therefore lies at first contact, where
\begin{equation}
S_{\rm peak}=\frac{\pi}{2}=1.571,\qquad \Theta=\frac\pi4=0.785 .
\end{equation}
At large $r$ the secant is $1+d^2/(2r^2)$ to leading order. Averaged over the cell, $x^2$ and $y^2$ each give $L^2/12$, so $\langle d^2\rangle=L^2/6$ and $S\simeq1+L^2/(12r^2)$.

\subsection*{10. Worked example}

Take again $g=0.1$ nm per cycle and $n=0.01\ \mathrm{nm^{-2}}$. These are model parameters and stand for no particular oxide. For random sites $\sqrt{\pi n}=0.17725\ \mathrm{nm^{-1}}$. The rate passes the planar value at $r=0.924/0.17725=5.21$ nm and peaks at $r=1.502/0.17725=8.47$ nm. Division by $g$ gives 52.1 and 84.7 cycles. The first whole cycle with growth above $g$ is accordingly number 53, and the largest growth falls in cycle 85. For the square lattice these are cycles 41 and 51. Such cycle numbers depend on the growth rule to within a few cycles: under the equal-volume rule of Section 2, cycle 41 becomes cycle 45. The peak rates are
\begin{align}
\text{random:}\quad&1.285\,g=0.128\ \text{nm}=2.43\ \text{bohr per cycle},\nonumber\\
\text{square:}\quad&1.571\,g=0.157\ \text{nm}=2.97\ \text{bohr per cycle}.\nonumber
\end{align}

The table lists $G_k$ and the total thickness $V$, both in nanometres. For random sites they come from \eqref{eq:VD}, for the square lattice from numerical integration of $S$ over each cycle.

\begin{center}
\begin{tabular}{r|cc|cc}
 & \multicolumn{2}{c|}{random} & \multicolumn{2}{c}{square}\\
$k$ & $G_k$ & $V$ & $G_k$ & $V$\\ \hline
20 & 0.022 & 0.16 & 0.024 & 0.17\\
50 & 0.095 & 1.95 & 0.154 & 2.62\\
85 & 0.128 & 6.09 & 0.116 & 7.42\\
100 & 0.126 & 8.00 & 0.110 & 9.11\\
200 & 0.105 & 19.17 & 0.102 & 19.58
\end{tabular}
\end{center}

The square lattice has the higher and earlier peak: its islands lose no area before contact, so $S$ follows the upper limit $2\pi nr^2$ up to $\pi/2$. Order alone does not make the peak early. On a rectangular lattice with sides $a_x>a_y$ the islands first merge along the short side, after which $S=\pi ra_y/(a_xa_y)=\pi r/a_x$. This reaches $\pi/2$ at $r=a_x/2$, which for a 4:1 cell is $n^{-1/2}$, later than the random peak at $0.85\,n^{-1/2}$. From cycle 74 on, the random film grows faster than the film on the square lattice, though it remains thinner. At cycle 85 the lattice has recovered 59 per cent of its largest deficit, while the random film is still filling large gaps. At cycle 100 the random film grows 26 per cent faster than a planar one, yet $e^{-\pi}=4.3$ per cent of the substrate is bare. For a gate dielectric these openings matter, and a growth per cycle above the planar value does not rule them out.

The deficit is largest when $S=1$. For random sites it is then $3.05$ nm. For the lattice it is
\begin{equation}
\int_0^{r_1}(1-2\pi nr^2)\,dr=r_1-\frac{r_1}{3}=\frac23\,(3.99\ \mathrm{nm})=2.66\ \mathrm{nm},
\end{equation}
where $r_1=1/\sqrt{2\pi n}$. After 200 cycles a planar film would be 20 nm thick, and the deficits have shrunk to $0.83$ and $0.42$ nm. The late law $\langle d^2\rangle/(2r)$ gives $0.80$ and $0.42$ nm.

Lengths in the problem scale with $n^{-1/2}$. A fourfold density of sites halves the number of cycles to the peak and leaves its relative height unchanged, as long as the islands are many cycles old when they meet.

\subsection*{11. Where the law changes}

\paragraph{Finite seeds.}
If hemispherical seeds of radius $r_0$ are present at the start, then $r=r_0+gk$, and the deposited thickness is $V(r_0+gk)-V(r_0)$. At large $k$ it tends to $gk+r_0-V(r_0)$. Since $V(r_0)<r_0$, the deposit ends up thicker than $gk$. If the seeds are small enough for the growth to start below the planar rate, the later excess more than repays this initial delay. For random sites and for the square lattice, larger seeds start above the planar rate and the growth stays above it, so there is no delay to repay. In an arrangement with wide voids the rate can fall below the planar value again.

\paragraph{Continuing nucleation.}
Islands born in different cycles have different radii $r_i$, and the nearest site no longer fixes the height. While the islands are separate, each still exposes twice its base area. The relation $S=2\Theta$ survives, but the dependence on the cycle number changes.

\paragraph{Other surface chemistry.}
Deposition on the bare substrate reduces the initial delay, but the film that grows between the islands also buries their steep lower edges. Facets that grow at different speeds destroy the hemispherical shape. If the dose does not saturate the enlarged oxide area, the displacement per cycle falls below $g$ just when $S$ is large, and the peak is lowered. In each of these three cases the exposed oxide area alone no longer fixes the growth per cycle, and the formulas for $S(r)$ derived here do not apply as they stand.

Numbers in the example were calculated in double precision.
